# Austin–Mott pair hopping: the ac conductivity and its drifting exponent: verification in Python

```python
"""Austin-Mott pair hopping in three dimensions.

Result under test, for L = ln(1/(omega*tau0)) >> 1:
    sigma = (pi^4/384) e^2 kT g^2 alpha^-5 omega L^4
    s = d ln(sigma)/d ln(omega) = 1 - 4/L + 3 pi^2/L^3 + ...
omega: angular frequency; tau = tau0*exp(2*alpha*R): pair relaxation time;
R: pair separation; 1/alpha: localization length; g: density of states
per volume and energy, at most one electron per site; kT: thermal energy.
J(L) is the integral over y = 2*alpha*R of y^4 * omega*tau/(1+(omega*tau)^2).
"""
import numpy as np
from scipy.constants import e, k
from scipy.integrate import quad, solve_ivp
from scipy.special import expit

pi = np.pi


def distance_integral(L):
    """J(L) by direct quadrature over the reduced distance y."""
    def integrand(y):
        return y**4 / (2 * np.cosh(y - L))
    left = quad(integrand, 0, L, epsabs=0, epsrel=1e-12, limit=400)[0]
    right = quad(integrand, L, L + 60, epsabs=0, epsrel=1e-12, limit=400)[0]
    return left + right


def distance_formula(L):
    """J(L) from logarithmic moments and the lower-limit correction."""
    return (pi / 2 * (L**4 + 1.5 * pi**2 * L**2 + 5 * pi**4 / 16)
            - 24 * np.exp(-L))


def exponent_formula(L):
    slope = pi / 2 * (4 * L**3 + 3 * pi**2 * L) + 24 * np.exp(-L)
    return 1 - slope / distance_formula(L)


def exponent_numeric(L, h=0.01):
    """Local exponent by finite differences of the direct quadrature."""
    return 1 - (np.log(distance_integral(L + h))
                - np.log(distance_integral(L - h))) / (2 * h)


# Driven two-site master equation: p is the occupation of the upper site,
# x0 the energy difference over kT, a the drive amplitude over kT.
def driven_response(omega, x0=1.5, a=0.01):
    def rate(t, p):
        x = x0 - a * np.cos(omega * t)
        return np.exp(-x / 2) * (1 - p) - np.exp(x / 2) * p
    period = 2 * pi / omega
    times = 20 * period + period * np.arange(400) / 400
    sol = solve_ivp(rate, (0, 21 * period), [expit(-x0)], t_eval=times,
                    method="DOP853", rtol=1e-10, atol=1e-13)
    current = rate(times, sol.y[0])
    return 2 * np.mean(current * np.cos(omega * times)) / a


def debye_response(omega, x0=1.5):
    tau = 1 / (2 * np.cosh(x0 / 2))
    return (omega**2 * tau / (1 + (omega * tau)**2)
            / (4 * np.cosh(x0 / 2)**2))


pair_errors = []
for omega_test in (0.5, 2.0, 6.0):
    pair_errors.append(abs(driven_response(omega_test)
                           / debye_response(omega_test) - 1))
assert max(pair_errors) < 2e-4  # finite drive amplitude: order a^2


# Energy weight: probability of one electron times thermal polarizability.
def energy_weight(x1, x2):
    f1, f2 = expit(-x1), expit(-x2)
    single = f1 * expit(x2) + f2 * expit(x1)
    return single / (4 * np.cosh((x1 - x2) / 2)**2)


grid = np.linspace(-40, 40, 801)
energy_integral = (energy_weight(grid[:, None], grid[None, :]).sum()
                   * (grid[1] - grid[0])**2)
assert abs(energy_integral / (pi**2 / 4) - 1) < 1e-9

# Distance integral and local exponent.
for L_test in (8.0, 12.0, 20.0, 40.0):
    assert abs(distance_integral(L_test)
               / distance_formula(L_test) - 1) < 1e-9
    assert abs(exponent_numeric(L_test) - exponent_formula(L_test)) < 1e-5
scaled_40 = (exponent_numeric(40.0) - (1 - 4 / 40.0)) * 40.0**3
scaled_80 = (exponent_numeric(80.0) - (1 - 4 / 80.0)) * 80.0**3
assert abs(scaled_40 / (3 * pi**2) - 1) < 0.01   # next term: order 1/L^2
assert abs(scaled_80 / (3 * pi**2) - 1) < 0.003

# Explicit sum over all pairs of random sites; e = kT = alpha = tau0 = 1.
rng = np.random.default_rng(7)
n_sites, box, width, L_sum = 2000, 32.0, 20.0, 20.0
omega_sum = np.exp(-L_sum)
first, second = np.triu_indices(n_sites, 1)
levels = (np.arange(n_sites) + 0.5) * width / n_sites - width / 2
pair_weight = energy_weight(levels[first], levels[second])
g_sum = n_sites / (box**3 * width)
common = g_sum**2 * omega_sum
sigma_formula = pi**3 / 6 * common / 32 * distance_formula(L_sum)
ratios = []
for _ in range(8):
    sites = rng.random((n_sites, 3)) * box
    r_squared = np.zeros(len(first))
    for axis in range(3):
        d = sites[first, axis] - sites[second, axis]
        d -= box * np.round(d / box)
        r_squared += d**2
    # d now holds the component along the field (last axis)
    wt = omega_sum * np.exp(2 * np.sqrt(r_squared))
    response = omega_sum * wt / (1 + wt**2)
    sigma_pairs = np.sum(pair_weight * d**2 * response) / box**3
    ratios.append(sigma_pairs / sigma_formula)
ratio_mean = np.mean(ratios)
ratio_error = np.std(ratios, ddof=1) / np.sqrt(len(ratios))
assert abs(ratio_mean - 1) < 0.02  # sampling noise and finite site number

# Worked example with round model parameters.
length_nm, g_cm, temperature, tau0 = 1.0, 1e18, 100.0, 1e-13
length = length_nm * 1e-9
g_si = g_cm * 1e6 / e
kT = k * temperature
scale = e**2 * kT * g_si**2 * length**5


def sigma_leading(omega):
    return pi**4 / 384 * scale * omega * np.log(1 / (omega * tau0))**4


def sigma_full(omega):
    L = np.log(1 / (omega * tau0))
    return pi**3 / 6 * scale * omega / 32 * distance_integral(L)


def active_neighbours(omega):
    """Sites within the responding distance and an energy window 4 kT."""
    radius = length * np.log(1 / (omega * tau0)) / 2
    return 4 * pi / 3 * radius**3 * g_si * 4 * kT


omega0 = 1e5
L0 = np.log(1 / (omega0 * tau0))
spread_nm = np.arccosh(2.0) * length_nm
assert active_neighbours(omega0) < 0.2

print(f"largest relative error, driven pair: {max(pair_errors):.1e}")
print(f"energy integral, summed: {energy_integral:.8f}")
print(f"pi^2/4: {pi**2 / 4:.8f}")
print(f"random sites: {n_sites}, samples: {len(ratios)}, L = {L_sum:.0f}")
print(f"pair sum / full formula: {ratio_mean:.4f} +- {ratio_error:.4f}")
print(f"full / leading J at L = 20: "
      f"{distance_formula(20.0) / (pi / 2 * 20.0**4):.4f}")
print(f"L^3*(s - 1 + 4/L) at L = 40: {scaled_40:.3f}")
print(f"L^3*(s - 1 + 4/L) at L = 80: {scaled_80:.3f}")
print(f"3 pi^2: {3 * pi**2:.3f}")
print(f"localization length 1/alpha: {length_nm:.1f} nm")
print(f"density of states g: {g_cm:.1e} eV^-1 cm^-3")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {kT / e * 1e3:.3f} meV")
print(f"tau0: {tau0:.1e} s")
print(f"angular frequency omega: {omega0:.1e} s^-1")
print(f"L: {L0:.4f}")
print(f"responding distance R_omega: {L0 * length_nm / 2:.3f} nm")
print(f"full width at half maximum of response in R "
      f"(without R^4): {spread_nm:.3f} nm")
print(f"active neighbours within R_omega: {active_neighbours(omega0):.3f}")
print(f"overlap factor exp(-alpha R_omega): {np.exp(-L0 / 2):.2e}")
print(f"sigma, leading law: {sigma_leading(omega0):.4e} S/m")
print(f"sigma, leading law: {sigma_leading(omega0) / 100:.4e} S/cm")
print(f"sigma, full pair model: {sigma_full(omega0):.4e} S/m")
print(f"s, leading 1-4/L: {1 - 4 / L0:.4f}")
print(f"s, full pair model: {exponent_numeric(L0):.4f}")
print("table: omega (s^-1), L, R_omega (nm), neighbours,")
print("       sigma full (S/m), s leading, s full")
for omega in (1e3, 1e5, 1e7, 1e9):
    L = np.log(1 / (omega * tau0))
    print(f"{omega:.0e} {L:7.3f} {L * length_nm / 2:7.3f} "
          f"{active_neighbours(omega):6.3f} {sigma_full(omega):.3e} "
          f"{1 - 4 / L:.4f} {exponent_numeric(L):.4f}")
print("done: every assertion held")
```

It prints:

```
largest relative error, driven pair: 4.2e-06
energy integral, summed: 2.46740110
pi^2/4: 2.46740110
random sites: 2000, samples: 8, L = 20
pair sum / full formula: 0.9983 +- 0.0034
full / leading J at L = 20: 1.0372
L^3*(s - 1 + 4/L) at L = 40: 29.412
L^3*(s - 1 + 4/L) at L = 80: 29.559
3 pi^2: 29.609
localization length 1/alpha: 1.0 nm
density of states g: 1.0e+18 eV^-1 cm^-3
temperature: 100 K
thermal energy kT: 8.617 meV
tau0: 1.0e-13 s
angular frequency omega: 1.0e+05 s^-1
L: 18.4207
responding distance R_omega: 9.210 nm
full width at half maximum of response in R (without R^4): 1.317 nm
active neighbours within R_omega: 0.113
overlap factor exp(-alpha R_omega): 1.00e-04
sigma, leading law: 4.0325e-09 S/m
sigma, leading law: 4.0325e-11 S/cm
sigma, full pair model: 4.2095e-09 S/m
s, leading 1-4/L: 0.7829
s, full pair model: 0.7874
table: omega (s^-1), L, R_omega (nm), neighbours,
       sigma full (S/m), s leading, s full
1e+03  23.026  11.513  0.220 1.012e-10 0.8263 0.8287
1e+05  18.421   9.210  0.113 4.210e-09 0.7829 0.7874
1e+07  13.816   6.908  0.048 1.376e-07 0.7105 0.7211
1e+09   9.210   4.605  0.014 2.971e-06 0.5657 0.5994
done: every assertion held
```
